# Spurious band width of a periodically repeated delta-well defect: verification in Python

```python
"""
Result under test: attractive delta wells of spacing L, each with binding
energy E0 and decay constant kappa, form a band of full width
    W = 8 E0 t [1 + C1 t^2 + C2 t^4 + ...],  a = kappa L, t = exp(-a),
    C1 = 6 a^2 - 10 a + 3,
    C2 = (250 a^4 - 700 a^3 + 600 a^2 - 180 a + 15)/3.
Reduced units: lengths in 1/kappa, energies in E0, so H = -d2/dx2 - 2 delta(x).
u = q/kappa is the reduced decay constant in the comb: E = -u^2.
c = cos(k L), with k the Bloch wave number.
The example uses rough values for a trap in an organosilicate dielectric.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import erfc


def root(function, low, high):
    return brentq(function, low, high, xtol=1e-15, rtol=1e-14)


def first_coefficient(a):
    return 6*a**2 - 10*a + 3


def second_coefficient(a):
    return (250*a**4 - 700*a**3 + 600*a**2 - 180*a + 15)/3


def comb_energy(a, c):
    """Band energy in E0 from the Bloch matching condition (a > 2.2)."""
    def mismatch(u):
        return (np.cosh(u*a) - np.sinh(u*a)/u - c)*np.exp(-u*a)
    return -root(mismatch, 0.5, 3.0)**2


def comb_width(a):
    return comb_energy(a, -1.0) - comb_energy(a, 1.0)


def grid_energy(a, phase, points=600):
    """Lowest level of one Bloch cell by finite differences."""
    h = a/points
    matrix = np.zeros((points, points), dtype=complex)
    index = np.arange(points)
    matrix[index, index] = 2/h**2
    matrix[index[:-1], index[1:]] = -1/h**2
    matrix[index[1:], index[:-1]] = -1/h**2
    matrix[0, -1] = -np.exp(-1j*phase)/h**2
    matrix[-1, 0] = -np.exp(1j*phase)/h**2
    matrix[points//2, points//2] -= 2/h
    return eigh(matrix, eigvals_only=True, subset_by_index=[0, 0])[0]


# The matching condition against direct diagonalization.
for phase in (0.0, np.pi/3, np.pi/2, np.pi):
    assert abs(grid_energy(4.0, phase) - comb_energy(4.0, np.cos(phase))) < 2e-4

# Width by diagonalization; the tolerance covers the grid error, of order
# a h^2, and is smaller than the correction term being tested.
a_grid = 6.0
t_grid = np.exp(-a_grid)
grid_width = grid_energy(a_grid, np.pi) - grid_energy(a_grid, 0.0)
series_width = 8*t_grid*(1 + first_coefficient(a_grid)*t_grid**2)
assert abs(grid_width/series_width - 1) < 3e-4
assert abs(grid_width/(8*t_grid) - 1) > 5e-4

# The top of the band passes zero energy at a = 2.
assert grid_energy(1.9, np.pi) > 0 > grid_energy(2.1, np.pi)

# Exactly one negative-energy band: one crossing of each band-edge value.
for a in (2.5, 4.0, 10.0):
    x = np.linspace(1e-3, 3*a, 20001)
    D = np.cosh(x) - a*np.sinh(x)/x
    for edge in (-1, 1):
        assert np.count_nonzero(np.diff(np.sign(D - edge))) == 1

# Asymptotic coefficients from high-precision roots.
mp.mp.dps = 50
a_mp = mp.mpf(16)
t_mp = mp.exp(-a_mp)


def precise_u_squared(c):
    start = 1 + 2*c*t_mp
    return mp.findroot(lambda u: mp.cosh(u*a_mp) - mp.sinh(u*a_mp)/u - c,
                       (start, start + t_mp**2))**2


for c in (mp.mpf(-1), mp.mpf(0), mp.mpf('0.5'), mp.mpf(1)):
    second = (precise_u_squared(c) - 1 - 4*c*t_mp)/t_mp**2
    assert abs(second - (12*c**2 - 4 - 8*a_mp*c**2)) < 1e-2
precise_width = precise_u_squared(mp.mpf(1)) - precise_u_squared(mp.mpf(-1))
correction = (precise_width/(8*t_mp) - 1)/t_mp**2
assert abs(correction/first_coefficient(a_mp) - 1) < 1e-5
next_correction = (correction - first_coefficient(a_mp))/t_mp**2
assert abs(next_correction/second_coefficient(a_mp) - 1) < 1e-6

# Shift of the k-averaged energy.
phases = (np.arange(64) + 0.5)*np.pi/64
mean_shift = np.mean([comb_energy(8.0, np.cos(p)) for p in phases]) + 1
assert abs(mean_shift/((4*8.0 - 2)*np.exp(-16.0)) - 1) < 5e-3


# Square wells of reduced width w with the same isolated binding energy.
def well_angle(w):
    return root(lambda angle: angle*np.tan(angle) - w/2, 1e-9, 1.5)


def square_factor(w):
    return np.exp(w)*np.cos(well_angle(w))**2/(1 + w/2)


def square_width(a, w):
    depth = 1/np.sin(well_angle(w))**2

    def edge(power):
        def mismatch(u):
            p = np.sqrt(depth - u*u)
            return p*np.tan(p*w/2) - u*np.tanh(u*(a - w)/2)**power
        return root(mismatch, 0.6, 1.4)
    return edge(1)**2 - edge(-1)**2


assert abs(square_width(14.0, 1.0)/(8*np.exp(-14.0)*square_factor(1.0)) - 1) < 1e-3


# Zero-range wells on a simple cubic lattice; sign = +1 at the zone centre
# and -1 at the zone corner.
def cubic_points(limit):
    n = np.arange(-limit, limit + 1)
    return np.meshgrid(n, n, n, indexing='ij')


nx, ny, nz = cubic_points(6)
distance = np.sqrt(nx**2 + ny**2 + nz**2).ravel()
parity = (1 - 2*((nx + ny + nz) % 2)).ravel()
others = distance > 0
distance, parity = distance[others], parity[others]


def lattice_sum(q, spacing, sign):
    weight = parity if sign < 0 else 1.0
    return np.sum(weight*np.exp(-q*spacing*distance)/(spacing*distance))


def cubic_width(a):
    edges = [root(lambda u: u - 1 - lattice_sum(u, a, sign), 0.6, 1.6)
             for sign in (1, -1)]
    return edges[0]**2 - edges[1]**2


assert abs(cubic_width(12.0)/(24*np.exp(-12.0)/12.0) - 1) < 2e-3

# The same lattice sum from reciprocal space, with an integral for the tail.
gx, gy, gz = cubic_points(40)
for sign, offset in ((1, 0.0), (-1, 0.5)):
    K2 = 4*np.pi**2*((gx + offset)**2 + (gy + offset)**2 + (gz + offset)**2)
    K_max = 2*np.pi*38
    K2 = K2[K2 < K_max**2]
    reciprocal = 4*np.pi*np.sum(1/(K2 + 25) - 1/(K2 + 36))
    reciprocal += 2/np.pi*(36 - 25)/K_max
    direct = (lattice_sum(5, 1, sign) - 5) - (lattice_sum(6, 1, sign) - 6)
    assert abs(reciprocal - direct) < 1e-4


# Potential at a unit charge from its cubic images and uniform background.
def image_potential(split):
    G2 = 4*np.pi**2*distance**2
    return (np.sum(erfc(split*distance)/distance)
            + np.sum(4*np.pi/G2*np.exp(-G2/(4*split**2)))
            - np.pi/split**2 - 2*split/np.sqrt(np.pi))


madelung = -image_potential(2.0)
assert abs(madelung + image_potential(3.0)) < 1e-8

# Worked example: eV and nm.
E0 = 1.0
mass = 0.5
L_main = 1.5
well_size = 0.3
gap = 8.0
permittivity = 2.8
temperature = 378.0
field_use = 1.0
field_high = 5.0


def decay_constant(energy, mass_ratio):
    return np.sqrt(2*mass_ratio*const.m_e*energy*const.e)/const.hbar*1e-9


kappa = decay_constant(E0, mass)
a = kappa*L_main
t = np.exp(-a)
width = E0*comb_width(a)
strength = const.hbar**2*kappa*1e9/(mass*const.m_e)/const.e*1e9
assert abs(strength*kappa/2 - E0) < 1e-10

print(f"trap depth E0 = {E0:.2f} eV")
print(f"effective mass = {mass:.2f} m_e")
print(f"decay constant kappa = {kappa:.4f} 1/nm")
print(f"well strength g = {strength:.4f} eV nm")
print(f"smallest L for a wholly bound band = {2/kappa:.3f} nm")
for L in (1.0, 1.5, 2.0, 3.0):
    aL = kappa*L
    tL = np.exp(-aL)
    full = E0*comb_width(aL)
    leading = 8*E0*tL
    excess = full/leading - 1
    one_term = first_coefficient(aL)*tL**2
    two_terms = one_term + second_coefficient(aL)*tL**4
    # 2 % covers the omitted higher terms at the smallest spacing; 1e-9 covers
    # the rounding error of the root finder at the largest one.
    assert abs(excess - two_terms) < 0.02*two_terms + 1e-9
    print(f"L = {L:.1f} nm: kappa L = {aL:.4f}, exp(-kappa L) = {tL:.4e}")
    print(f"  width from matching condition = {1e3*full:.5f} meV")
    print(f"  width from leading law = {1e3*leading:.5f} meV")
    print(f"  excess over leading law = {100*excess:.5f} %")
    print(f"  excess from one correction term = {100*one_term:.5f} %")
    print(f"  excess from two correction terms = {100*two_terms:.5f} %")

L_target = np.log(8*E0/1e-3)/kappa
assert abs(E0*comb_width(kappa*L_target)/1e-3 - 1) < 1e-3
print(f"L for a width of 1 meV = {L_target:.3f} nm")
print(f"Cell used below: L = {L_main:.1f} nm")
for label, c in (("k = 0", 1.0), ("kL = pi/2", 0.0), ("kL = pi", -1.0)):
    print(f"level error at {label}: {1e3*E0*(comb_energy(a, c) + 1):.4f} meV")
average = E0*(np.mean([comb_energy(a, np.cos(p)) for p in phases]) + 1)
print(f"level error averaged over k: {1e3*average:.4f} meV")
print(f"first-order error size 4 E0 t = {4e3*E0*t:.4f} meV")
print(f"second-order error 4 E0 t^2 = {4e3*E0*t*t:.4f} meV")
print(f"average error (4a-2) E0 t^2 = {1e3*(4*a - 2)*E0*t*t:.4f} meV")

light = 0.4
light_width = E0*comb_width(decay_constant(E0, light)*L_main)
print(f"width with mass {light:.1f} m_e = {1e3*light_width:.2f} meV")
kappa_band = kappa*np.sqrt(1 - E0/gap)
print(f"two-band kappa, gap {gap:.1f} eV = {kappa_band:.4f} 1/nm")
print(f"  resulting exponential factor = {np.exp((kappa - kappa_band)*L_main):.3f}")
w = kappa*well_size
print(f"width, square well {well_size:.1f} nm = {1e3*E0*square_width(a, w):.2f} meV")
print(f"  asymptotic square-well factor = {square_factor(w):.4f}")
print(f"width, 3D cubic cell = {1e3*E0*cubic_width(a):.2f} meV")
print(f"  3D leading law 24 E0 t/a = {24e3*E0*t/a:.2f} meV")

coulomb = const.e/(4*np.pi*const.epsilon_0)*1e9
image_energy = madelung*coulomb/(2*permittivity*L_main)
print(f"cubic Madelung constant = {madelung:.4f}")
print(f"charged-trap image energy, eps_r {permittivity:.1f} = {-image_energy:.3f} eV")
drop = 0.1*field_use*L_main
print(f"potential drop per cell at {field_use:.0f} MV/cm = {1e3*drop:.1f} meV")
for field in (field_use, field_high):
    slope = 0.1*field
    exit_point = E0/slope
    action = 2*quad(lambda x: kappa*np.sqrt(max(0.0, 1 - x/exit_point)),
                    0, exit_point)[0]
    assert abs(action/(4*kappa*E0/(3*slope)) - 1) < 1e-6
    print(f"field-escape exponent at {field:.0f} MV/cm = {action:.2f}")
thermal = const.k*temperature/const.e
print(f"thermal energy at {temperature:.0f} K = {1e3*thermal:.2f} meV")
print("every check passed")
```

Running it gives:

```
trap depth E0 = 1.00 eV
effective mass = 0.50 m_e
decay constant kappa = 3.6226 1/nm
well strength g = 0.5521 eV nm
smallest L for a wholly bound band = 0.552 nm
L = 1.0 nm: kappa L = 3.6226, exp(-kappa L) = 2.6712e-02
  width from matching condition = 221.34133 meV
  width from leading law = 213.69944 meV
  excess over leading law = 3.57600 %
  excess from one correction term = 3.24769 %
  excess from two correction terms = 3.53645 %
L = 1.5 nm: kappa L = 5.4339, exp(-kappa L) = 4.3659e-03
  width from matching condition = 35.01119 meV
  width from leading law = 34.92690 meV
  excess over leading law = 0.24133 %
  excess from one correction term = 0.23984 %
  excess from two correction terms = 0.24132 %
L = 2.0 nm: kappa L = 7.2453, exp(-kappa L) = 7.1355e-04
  width from matching condition = 5.70915 meV
  width from leading law = 5.70843 meV
  excess over leading law = 0.01250 %
  excess from one correction term = 0.01250 %
  excess from two correction terms = 0.01250 %
L = 3.0 nm: kappa L = 10.8679, exp(-kappa L) = 1.9061e-05
  width from matching condition = 0.15249 meV
  width from leading law = 0.15249 meV
  excess over leading law = 0.00002 %
  excess from one correction term = 0.00002 %
  excess from two correction terms = 0.00002 %
L for a width of 1 meV = 2.481 nm
Cell used below: L = 1.5 nm
level error at k = 0: -16.8263 meV
level error at kL = pi/2: 0.0763 meV
level error at kL = pi: 18.1849 meV
level error averaged over k: 0.3775 meV
first-order error size 4 E0 t = 17.4635 meV
second-order error 4 E0 t^2 = 0.0762 meV
average error (4a-2) E0 t^2 = 0.3762 meV
width with mass 0.4 m_e = 62.35 meV
two-band kappa, gap 8.0 eV = 3.3887 1/nm
  resulting exponential factor = 1.420
width, square well 0.3 nm = 40.91 meV
  asymptotic square-well factor = 1.1678
width, 3D cubic cell = 19.45 meV
  3D leading law 24 E0 t/a = 19.28 meV
cubic Madelung constant = 2.8373
charged-trap image energy, eps_r 2.8 = -0.486 eV
potential drop per cell at 1 MV/cm = 150.0 meV
field-escape exponent at 1 MV/cm = 48.30
field-escape exponent at 5 MV/cm = 9.66
thermal energy at 378 K = 32.57 meV
every check passed
```
